Finke–Watzky Decomposition: Time of Maximum Rate and Apparent Stability

A model palladium precursor solution, held at 353 K for one hour, loses 0.232 % of its precursor. Read as first-order decay, that loss implies a half-life of 299 h. Yet in the same model half the precursor is gone after 4.87 h. The kinetics that produced the first number also produce the second, and the task is to see how.

**Setting and assumptions**

Let A be the precursor and B the product, counted in the same molar units. For a metal precursor, B counts metal atoms, not particles. The Finke–Watzky mechanism has two steps:

A → B, rate constant k1

A + B → 2B, rate constant k2

The first step is spontaneous conversion. In the second, existing product promotes the conversion of more precursor. Both are effective steps and may each stand for several elementary events.

The volume is closed, constant and well mixed, the temperature is fixed, and both steps are irreversible. Every unit of B is equally active, whatever the size of the particle that contains it. Initially [A] = A0 > 0 and [B] = 0, with k1 > 0 and k2 > 0. The decomposition rate is

R = −d[A]/dt = k1[A] + k2[A][B].   (1)

Two combinations of the constants are used throughout:

K = k1 + k2A0,   r = k1/(k2A0).   (2)

K is a rate constant. The number r compares the spontaneous route with the autocatalytic route at its full strength.

**Theorem**

Under these assumptions the converted fraction x = [B]/A0 is

x(t) = (e^{Kt} − 1)/(e^{Kt} + 1/r).   (3)

If r < 1, the rate has a single maximum, at the positive time

t_max = ln(1/r)/K = ln(k2A0/k1)/(k1 + k2A0).   (4)

If r ≥ 1, the rate is greatest at t = 0 and falls from then on.

**Lemma 1: the loss rate per molecule is logistic**

Define

u = k1 + k2[B].   (5)

By equation (1), R = u[A], so u is the instantaneous rate constant for the loss of a precursor molecule. It obeys

du/dt = u(K − u),   u(0) = k1.   (6)

Proof. Each step turns one A into one B, so [A] + [B] = A0. Therefore

K − u = k1 + k2A0 − k1 − k2[B] = k2(A0 − [B]) = k2[A].   (7)

Differentiating (5), with d[B]/dt = R = u[A], gives

du/dt = k2 d[B]/dt = k2u[A] = u(K − u).

Since [B] = 0 at the start, u(0) = k1. ∎

The two factors in (6) have separate meanings. The factor u is the feedback: more product means faster loss. The factor K − u is the remaining precursor, multiplied by k2. If r < 1, feedback wins early and depletion wins late; if r ≥ 1, depletion wins from the start, as the proof below shows.

**Proof of the theorem**

At finite times [A] is positive, because d[A]/dt = −u[A] integrates to A0 times an exponential. Hence k1 ≤ u < K, and (6) can be divided by u(K − u). Partial fractions give

1/[u(K − u)] = (1/K)[1/u + 1/(K − u)].

The integral of 1/(K − u) is −ln(K − u). Integrating from u = k1 at time zero to u at time t therefore yields

ln[u/(K − u)] − ln[k1/(K − k1)] = Kt.

Because K − k1 = k2A0, the initial ratio k1/(K − k1) is r. Thus

u/(K − u) = r e^{Kt}.   (8)

Solving for K − u gives K − u = K/(1 + r e^{Kt}). By (7), [A] is this divided by k2, and K/k2 = A0(1 + r). So

[A] = A0(1 + r)/(1 + r e^{Kt}).   (9)

The converted fraction is

x = 1 − [A]/A0 = (r e^{Kt} − r)/(1 + r e^{Kt}).

Dividing numerator and denominator by r gives (3).

For the maximum, use (7) to write the rate in terms of u alone:

R = u[A] = u(K − u)/k2.   (10)

Its time derivative is

dR/dt = (K − 2u)(du/dt)/k2 = (K − 2u)u(K − u)/k2 = R(K − 2u).   (11)

Since R > 0, the sign is that of K − 2u. By (6), u increases steadily from k1 towards K, so it can cross K/2 at most once. It does so at a positive time if k1 < K/2, which means 2k1 < k1 + k2A0, or r < 1. The rate rises before the crossing and falls after it. At the crossing u = K − u, so the left side of (8) equals 1 and r e^{Kt} = 1. This gives (4).

If r = 1, u starts at K/2 and then exceeds it. If r > 1, u starts above K/2. In both cases the rate falls for all t > 0. ∎

**Corollary 1: height and width of the peak**

For r < 1, setting u = K/2 in (5), with [B] = A0x, gives

x_max = (K/2 − k1)/(k2A0) = (k2A0 − k1)/(2k2A0) = (1 − r)/2.   (12)

Here x_max denotes the conversion at maximum rate. Equation (10) gives R_max = K²/(4k2), whereas R(0) = k1A0. Since K = k2A0(1 + r),

R_max/R(0) = k2A0(1 + r)²/(4k1) = (1 + r)²/(4r).   (13)

To find the width, put s = K(t − t_max). Then r e^{Kt} = e^s, and (8) gives u = Ke^s/(1 + e^s) and K − u = K/(1 + e^s). Hence

R = (K²/k2)e^s/(1 + e^s)² = R_max/cosh²(s/2).   (14)

The rate is half its maximum when cosh(s/2) = √2, that is, s = ±2 ln(1 + √2). If both points lie at positive times, the full width at half height is

w = 4 ln(1 + √2)/K ≈ 3.53/K.   (15)

The delay divided by the width is thus about ln(1/r)/3.53. A distinct quiet period followed by a comparatively sudden decomposition requires ln(1/r) to be well above 3.53. The condition r < 1 is much weaker. At r = 0.5, for example, (13) gives a maximum only 1.125 times the initial rate.

**Corollary 2: time to a chosen conversion**

Let E = e^{Kt}. Equation (3) says x(E + 1/r) = E − 1, so E(1 − x) = 1 + x/r and

t_x = (1/K) ln[(1 + x/r)/(1 − x)].   (16)

For x = 1/2 the logarithm is ln(2 + 1/r). When r < 1, the half-life therefore exceeds t_max by ln(1 + 2r)/K, which is a small difference only if r ≪ 1.

**Why the precursor appears stable**

Equation (3) can be written as x = r(e^{Kt} − 1)/(1 + r e^{Kt}). While r e^{Kt} ≪ 1,

x ≈ r(e^{Kt} − 1).   (17)

The reaction has no dead time. At t = 0 the rate is already k1A0, and by (11) it is growing at the relative rate K − 2k1 = k2A0 − k1. What delays its discovery is the small prefactor r. If an instrument detects conversions above x_d, it reports no change until the time t_x evaluated at x = x_d. The observed silent period therefore depends on the instrument as well as on the chemistry.

A graphical definition avoids the detection limit. Draw the tangent to the conversion curve at t_max and follow it back to x = 0. Its slope is R_max/A0, so the intercept is t_max − A0x_max/R_max. From (12) and (13),

A0x_max/R_max = [A0(1 − r)/2][4k2/K²] = 2k2A0(1 − r)/K² = 2(1 − r)/[K(1 + r)],

where the last step uses k2A0 = K/(1 + r). The tangent induction time is therefore

t_ind = (1/K)[ln(1/r) − 2(1 − r)/(1 + r)].   (18)

The bracket vanishes at r = 1, and its derivative with respect to r is

−1/r + 4/(1 + r)² = −(1 − r)²/[r(1 + r)²].

This is negative for 0 < r < 1, so the bracket is positive throughout that range. The time t_ind is a convention for reading a curve. No reaction begins at it.

**Worked example**

The solution contains a dissolved palladium(II) precursor that forms palladium metal particles. At 353 K take A0 = 5.0 mmol/L, k1 = 0.0010 1/h and k2 = 0.30 L/(mmol h). Then

k2A0 = 0.30 × 5.0 = 1.500 1/h,

K = 0.001 + 1.500 = 1.501 1/h,

r = 0.001/1.500 = 6.667 × 10⁻⁴.

The time of maximum rate is

t_max = ln(1500)/1.501 = 7.3132/1.501 = 4.872 h, or 292 min.

At that moment 49.97 % has reacted. The rate has risen from 0.0050 to 1.878 mmol/(L h), a factor of 375.5. The width from (15) is 3.53/1.501 ≈ 2.35 h, about half the delay. The tangent induction time is 3.542 h, but 1 % conversion has already been passed at 1.854 h. A specification of 1 % purity loss would thus fail well before the graphical induction period ended.

The conversion is 1.258 % at 2 h, 5.615 % at 3 h, 21.209 % at 4 h and 54.750 % at 5 h. Nothing in the conditions changes during these hours.

The opening contradiction can now be resolved. A first-order reading of the one-hour test assigns the constant

k_app = −ln(1 − x)/t = −ln(1 − 0.00232)/(1 h) = 0.00232 1/h

and the half-life ln 2/k_app = 299 h. But d ln[A]/dt = −u, so k_app is the time average of u over the test. During the first hour u grows from 0.0010 to 0.0010 + 1.500 × 0.00232 ≈ 0.0045 1/h. At t_max it is K/2 ≈ 0.75 1/h. The test measured the early average correctly; the error was to assume that it would persist. The inferred half-life is 61 times the true one.

Two comparisons separate the causes. A first-order precursor with the same half-life, 4.873 h, would lose 13.26 % in the first hour, which is easily seen. Autocatalysis therefore hides the danger relative to a simple decay of equal half-life. If instead k1 is held fixed and k2 is set to zero, 1 % conversion takes 10.05 h and the half-life is 693 h. Feedback does not protect the precursor: the small k1 makes the early loss small, and feedback brings the quiet period to an end.

**Remark: changing k1 or the concentration**

At fixed k2A0, with r ≪ 1, a tenfold reduction in k1 lengthens t_max by about ln 10/K, here 1.5 h. With the Finke–Watzky rate law, suppressing the spontaneous route thus gives only a logarithmic gain.

Concentration acts differently. At fixed k1 and k2, let q = k2A0/k1 = 1/r. Then k1t_max = ln q/(1 + q), and

d(k1t_max)/dq = [(1 + q)/q − ln q]/(1 + q)².

For large q the first term in the bracket is near 1 while ln q is larger, so the derivative is negative and dilution delays the peak. Halving A0 in the example gives t_max = ln(750)/0.751 ≈ 8.8 h. Near r = 1 the trend reverses: at q = 1 the bracket equals 2, because dilution there removes the delayed maximum altogether.

**Temperature and the stability window**

Suppose each constant follows the Arrhenius law with a temperature-independent prefactor, and A0 is fixed. With R_g the gas constant, d ln k1/d(1/T) = −E1/R_g, and similarly for k2. Write t_max = L/K with L = ln(k2A0/k1). Then

dL/d(1/T) = (E1 − E2)/R_g,

dK/d(1/T) = −(k1E1 + k2A0E2)/R_g.

Since d ln t_max = dL/L − dK/K, the apparent activation energy of t_max is

E_app = R_g d ln t_max/d(1/T) = (rE1 + E2)/(1 + r) + (E1 − E2)/ln(1/r).   (19)

For E1 = 120 kJ/mol and E2 = 80 kJ/mol, the first term is 80.03 and the second 40/7.3132 = 5.47 kJ/mol, so E_app = 85.50 kJ/mol at 353 K. In (19) the coefficient of E1 is r/(1 + r) + 1/ln(1/r), and that of E2 is one minus this. Here the coefficient of E1 is 0.14, so the autocatalytic step dominates the temperature dependence, even though the spontaneous step starts the process. The coefficient falls only logarithmically with r: it is 0.23 at r = 0.01 and 0.53 at r = 0.1.

Cooling from 353 to 333 K lengthens t_max from 4.872 to 27.857 h, a factor of 5.7. The 1 % time grows from 1.854 to 12.215 h, a factor of 6.6. The two criteria differ because the 1 % time contains ln(1 + x/r), a smaller logarithm than ln(1/r) and so one more sensitive, in relative terms, to a change in r. At 373 K the 1 % time is 0.327 h.

For a given concentration and purity, a stability window therefore needs three entries: temperature, hold time and permitted conversion. In this model, a loss of 1 % in 24 h corresponds to about 326 K. That figure depends on the assumed activation energies, on the concentration (331 K at 2.5 mmol/L, 321 K at 10 mmol/L) and on purity (about 6 K lower with 0.10 % product present at the start). It is no general limit for palladium precursors.

**Corollary 3: product present at the start**

If [B] = B0 initially, conservation reads [A] + [B] = A0 + B0. The proof of Lemma 1 still holds, with K replaced by K_s = k1 + k2(A0 + B0) and with u(0) = k1 + k2B0. Now K_s − u(0) = k2A0, so in place of (8)

u/(K_s − u) = [(k1 + k2B0)/(k2A0)] e^{K_s t}.

Setting the left side to 1 gives

t_max = ln[k2A0/(k1 + k2B0)]/[k1 + k2(A0 + B0)],   (20)

provided k2A0 > k1 + k2B0. Otherwise there is no maximum at a positive time.

With A0 unchanged, add B0 = 0.0050 mmol/L, or 0.10 % of A0. Then k2B0 = 0.0015 1/h, which exceeds k1. The maximum moves to

ln(1.500/0.0025)/1.5025 = 4.258 h,

12.6 % earlier than for pure precursor. A trace of active product matters when k2B0 is comparable with k1, even if it is negligible in the mass balance.

**The model beside a real palladium solution**

The concentration and time scale are round values in the rough range of palladium nanoparticle syntheses in solution; they do not describe a particular compound. Forming the metal from Pd(II) needs a reducing partner, which the two steps take to be in excess; with only one equivalent, entering both rates to first order, the half-life rises from 4.87 to 5.54 h. A more consequential assumption is that every metal atom is equally active. In a growing particle the surface fraction falls. For a fixed number of particles the total surface varies as x^{2/3}, which suggests replacing the autocatalytic factor x by 0.5^{1/3}x^{2/3}. The prefactor makes the two activities equal at half conversion. The ratio of the new factor to the old is (0.5/x)^{1/3}, about 3.7 at x = 0.01, so the early reaction is faster. With k1 and k2 unchanged, t_max falls to 1.989 h, 59 % below the Finke–Watzky value. The peak moves to 40 % conversion: with k1 neglected, the maximum of (1 − x)x^{2/3} satisfies 2(1 − x) = 3x, or x = 2/5. The change is more than a shift in time. The ratio (0.5/x)^{1/3} grows without bound as x → 0, so with this matching the quiet period shrinks strongly: 1 % is passed at 0.44 h, the one-hour loss is 8.0 %, and t_max hardly depends on k1 (2.10 h at k1 = 10⁻⁶ 1/h). Part of this comes from the matching, which shortens the half-life to 2.25 h. If the coefficient of x^{2/3} is instead set to 0.537 1/h, which restores the half-life of 4.87 h, the one-hour loss is 1.35 % and a first-order reading still overestimates the half-life about tenfold. The factor of 61 in the worked example therefore rests on activity proportional to [B] at low conversion; the misleading short test does not. The weak dependence on k1 belongs to the fixed particle number: if each k1 event starts a new particle that then grows through its surface, a tenfold smaller k1 lengthens a half-life of 4.87 h to 9.2 h. The size of these changes depends on where the activities are matched and on the fixed particle number, so they measure model sensitivity and are not a correction to apply.

The other estimates are smaller. A temperature 1 K higher shortens t_max by 7.9 %. For a rough heat release of 200 kJ/mol and a heat capacity of 1.8 kJ/(L K), complete adiabatic conversion warms the solution by 200 × 0.0050/1.8 = 0.56 K. A uniform rise of this size would shorten t_max by about 4.5 %. The half-life shortens by only 0.40 %, because the warming is proportional to conversion and most of the delay passes at low conversion. The time t_max shortens by still less, 0.12 %, because the warming also moves the peak from 49.97 % to about 50.5 % conversion, which adds back about 0.29 %. At 5 mol/L the same estimate gives 556 K. The isothermal theorem must not be carried over to such a concentrated precursor unless heat removal is shown to be sufficient.

Diffusion can be estimated for spheres of radius a = 1.5 nm. Each sphere can capture precursor at 4πDa times its concentration, where D is the diffusivity. If the metal occupies a volume fraction φ, there are φ/(4πa³/3) spheres per volume, and the supply constant is their product, 3Dφ/a². A rough molar volume of 9 cm³/mol gives φ = 4.5 × 10⁻⁵ at full conversion. With D = 10⁻⁹ m²/s the supply constant is about 10⁸ times k2A0. Transport to dispersed particles of this size is then no limitation; large aggregates or a metal film on the vessel wall would need a separate estimate.

For storage or heated delivery, the practical consequence is conditional but clear. If product accelerates decomposition, a single reading of a small loss does not fix the lifetime. Several early readings can, if they are precise enough and the rate law is known: in the example, four readings between 0.25 and 1 h fitted to (3) place the half-life at about 4 to 6.5 h when the conversion is measured to 0.01 percentage points, but leave it open at 0.05 points. The test must follow the conversion far enough to reveal a rising u, at the concentration, purity and temperature of use. The numerical output below lists the main values for this example.

Table of computed values

```
A0 = 5.0 mmol/L; temperature = 353 K
k1 = 0.0010 1/h; k2 = 0.30 L/(mmol h)
k2*A0 = 1.500 1/h; K = 1.501 1/h
r = 6.667e-04; 1/r = 1500; ln(1/r) = 7.3132
time of maximum rate = 4.872 h = 292 min
conversion at maximum rate = 49.97 %
initial rate = 0.0050 mmol/(L h)
maximum rate = 1.878 mmol/(L h)
maximum/initial rate = 375.5
tangent induction time = 3.542 h
time to 1 % conversion = 1.854 h
time to 10 % conversion = 3.413 h
time to 50 % conversion = 4.873 h
time to 90 % conversion = 6.337 h
History: time (h), conversion (%), rate (mmol/(L h))
  0  0.000  0.0050
  1  0.232  0.0223
  2  1.258  0.0981
  3  5.615  0.4022
  4  21.209  1.2573
  5  54.750  1.8603
  6  84.449  0.9857
  8  99.093  0.0674
1 h test: conversion = 0.232 %
1 h early-time approximation = 0.232 %
1 h apparent first-order constant = 0.00232 1/h
half-life inferred from 1 h test = 299 h
true half-life = 4.873 h; overestimate = 61.3 times
first-order, same half-life: 1 h loss = 13.26 %
k2 off: 1 % time = 10.05 h; half-life = 693 h
E1 = 120 kJ/mol; E2 = 80 kJ/mol
apparent energy of t_max = 85.50 kJ/mol
333 K: 1 % time = 12.215 h; t_max = 27.857 h
353 K: 1 % time = 1.854 h; t_max = 4.872 h
373 K: 1 % time = 0.327 h; t_max = 1.016 h
temperature for 1 % loss in 24 h = 326.3 K
surface model: t_max = 1.989 h; change = -59.2 %
surface model: conversion at peak = 40.0 %
seed B0 = 0.0050 mmol/L = 0.10 % of A0
seeded t_max = 4.258 h; change = -12.6 %
1 K hotter: t_max change = -7.9 %
rough heat release = 200 kJ/mol; heat capacity = 1.8 kJ/(L K)
adiabatic rise = 0.56 K; t_max change = -0.12 %
adiabatic rise estimate at 5 mol/L = 556 K
rough diffusivity = 1.0e-09 m2/s; radius = 1.5 nm
rough Pd molar volume = 9 cm3/mol
diffusive supply/(k2*A0) = 1.4e+08
```
